# Dirac-point gap of honeycomb-ferromagnet magnons with Dzyaloshinskii-Moriya coupling: verification in Python

```python
"""Magnons of a honeycomb ferromagnet with second-neighbour DM coupling.

Result under test: for
  H = -J sum_<ij> Si.Sj + D sum_<<ij>> nu_ij z.(Si x Sj) - A sum (Siz)^2
(each bond once, spins polarized along +z) the one-magnon problem is
Haldane's model, and the splitting at the Dirac points is 6 sqrt(3) S |D|.
The full band gap is 2 S min(J, 3 sqrt(3) |D|).

S spin length; J, J2, J3 exchange to 1st, 2nd, 3rd neighbours; D DM coupling;
nu_ij = +1 (-1) for a left (right) turn on the path i -> l -> j;
A easy-axis anisotropy; delta its difference between sublattices A and B;
Q bond-dependent in-plane exchange. Lengths are in units of the
nearest-neighbour distance until the numerical example.
"""
from collections import defaultdict
import numpy as np
from scipy import constants as const

R3 = np.sqrt(3.0)
NN = np.array([[0.0, 1.0], [-R3 / 2, -0.5], [R3 / 2, -0.5]])  # A -> B
CHIRAL = np.array([NN[1] - NN[0], NN[2] - NN[1], NN[0] - NN[2]])
LATTICE = np.array([NN[1] - NN[0], NN[2] - NN[0]])
RECIP = 2 * np.pi * np.linalg.inv(LATTICE).T
K_POINT = np.array([4 * np.pi / (3 * R3), 0.0])
M_POINT = RECIP[0] / 2


def bloch(k, S, J, D, A=0.0, J2=0.0, J3=0.0, delta=0.0):
    """Derived 2x2 magnon matrix for an array of wave vectors."""
    k = np.asarray(k, float)
    phase, phase2 = k @ NN.T, k @ CHIRAL.T
    f1 = np.exp(1j * phase).sum(-1)
    f3 = np.exp(-2j * phase).sum(-1)
    g = 2 * np.sin(phase2).sum(-1)
    p = 2 * np.cos(phase2).sum(-1)
    common = 3 * S * (J + J3) + S * J2 * (6 - p) + (2 * S - 1) * A
    mass = S * D * g + (2 * S - 1) * delta / 2
    h = np.zeros(k.shape[:-1] + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = common + mass, common - mass
    h[..., 0, 1] = -S * (J * f1 + J3 * f3)
    h[..., 1, 0] = h[..., 0, 1].conj()
    return h


def zone(n):
    x = np.arange(n) / n
    x1, x2 = np.meshgrid(x, x, indexing="ij")
    return x1[..., None] * RECIP[0] + x2[..., None] * RECIP[1]


def splitting(matrix):
    e = np.linalg.eigvalsh(matrix)
    return e[1] - e[0]


# ---- 18-site torus: geometry and bonds, found from two-step paths ----
L = 3
CELLS = [(a, b) for a in range(L) for b in range(L)]


def site(cell, sub):
    return 2 * ((cell[0] % L) * L + cell[1] % L) + sub


def cross(u, v):
    return u[0] * v[1] - u[1] * v[0]


to_lattice = np.linalg.inv(LATTICE)
positions = np.array([np.array(c) @ LATTICE + s * NN[0]
                      for c in CELLS for s in (0, 1)])


def shifted(cell, vector):
    n = np.rint(vector @ to_lattice).astype(int)
    return cell[0] + n[0], cell[1] + n[1]


first, second, third = [], [], []
for c in CELLS:
    for m in range(3):
        first.append((site(c, 0), site(shifted(c, NN[m] - NN[0]), 1)))
        third.append((site(c, 0), site(shifted(c, -2 * NN[m] - NN[0]), 1)))
        for n in range(3):
            if n == m:
                continue
            for sub, sign in ((0, 1), (1, -1)):
                step1, step2 = sign * NN[m], -sign * NN[n]
                if cross(step1, step2) > 0:  # left turn: nu = +1
                    second.append((site(c, sub),
                                   site(shifted(c, step1 + step2), sub)))
assert len(first) == 27 and len(third) == 27
assert len({frozenset(b) for b in second}) == len(second) == 54


def one_magnon_matrix(S, J, D, A=0.0, J2=0.0, J3=0.0, delta=0.0):
    """Act with the full spin Hamiltonian, built from spin matrices."""
    dim = int(round(2 * S + 1))
    mz = S - np.arange(dim)
    sz = np.diag(mz)
    sp = np.diag(np.sqrt(S * (S + 1) - mz[1:] * (mz[1:] + 1)), 1)
    sx, sy = (sp + sp.T) / 2, (sp - sp.T) / 2j
    heis = sum(np.kron(s, s) for s in (sx, sy, sz))
    dm = np.kron(sx, sy) - np.kron(sy, sx)
    terms = [(b, -J * heis) for b in first]
    terms += [(b, -J2 * heis + D * dm) for b in second]
    terms += [(b, -J3 * heis) for b in third]

    def act(state):
        out = defaultdict(complex)
        for i, level in enumerate(state):
            local = A + (delta / 2 if i % 2 == 0 else -delta / 2)
            out[state] -= local * mz[level] ** 2
        for (i, j), op in terms:
            column = op[:, state[i] * dim + state[j]]
            for row in np.flatnonzero(abs(column) > 1e-13):
                new = list(state)
                new[i], new[j] = int(row) // dim, int(row) % dim
                out[tuple(new)] += column[row]
        return out

    count = 2 * L * L
    polarized = (0,) * count
    result = act(polarized)
    assert set(result) == {polarized}  # exact eigenstate
    ground = result[polarized]
    states = [tuple(int(i == j) for j in range(count)) for i in range(count)]
    index = {s: i for i, s in enumerate(states)}
    h = np.zeros((count, count), complex)
    for j, state in enumerate(states):
        for new, amplitude in act(state).items():
            h[index[new], j] += amplitude  # KeyError if magnon number changes
    return h - ground * np.eye(count)


# Hoppings, complete spectrum and Dirac splitting from the spin problem
for S, J, D in ((0.5, 1.0, 0.13), (1.0, 1.3, -0.21), (1.5, 2.0, 0.2)):
    h = one_magnon_matrix(S, J, D, A=0.1)
    assert np.allclose(h, h.conj().T)
    assert np.allclose(np.diag(h), 3 * J * S + (2 * S - 1) * 0.1)
    assert all(abs(h[i, j] + J * S) < 1e-10 for i, j in first)
    assert all(abs(h[i, j] + 1j * D * S) < 1e-10 for i, j in second)
    for valley in (K_POINT, -K_POINT):
        waves = np.zeros((18, 2), complex)
        for sub in (0, 1):
            waves[sub::2, sub] = np.exp(1j * positions[sub::2] @ valley) / L
        projected = waves.conj().T @ h @ waves
        assert np.allclose(h @ waves, waves @ projected)
        assert abs(splitting(projected) - 6 * R3 * S * abs(D)) < 1e-9
    extra = dict(A=0.1, J2=0.17, J3=-0.08, delta=0.06)
    spin_levels = np.linalg.eigvalsh(one_magnon_matrix(S, J, D, **extra))
    bloch_levels = np.linalg.eigvalsh(bloch(zone(L), S, J, D, **extra))
    assert np.allclose(spin_levels, np.sort(bloch_levels.ravel()), atol=1e-9)

# Full band gap, on both sides of the change from K to M
mesh = zone(60)  # contains K and M


def band_gap(*args, **kwargs):
    e = np.linalg.eigvalsh(bloch(mesh, *args, **kwargs))
    return e[..., 1].min() - e[..., 0].max()


for ratio in (0.05, 0.15, 0.19, 0.196, 0.25, 0.5):
    assert abs(band_gap(1.5, 1.0, ratio)
               - 3.0 * min(1.0, 3 * R3 * ratio)) < 1e-9

# Bounds on the DM function at given size of the exchange function
unit = bloch(mesh, 1.0, 1.0, 1.0)
f_abs = abs(unit[..., 0, 1])
g_sq = ((unit[..., 0, 0] - unit[..., 1, 1]).real / 2) ** 2
inside = f_abs < 1 - 1e-9
assert np.all(g_sq[inside] >= ((1 - f_abs) * (3 + f_abs) ** 3)[inside] - 1e-9)
assert np.all(g_sq <= (1 + f_abs) * (3 - f_abs) ** 3 + 1e-9)

# Linear stability limit |D| = J / sqrt(3) at zero anisotropy
for factor, stable in ((0.999, True), (1.001, False)):
    lowest = np.linalg.eigvalsh(bloch(mesh, 1.0, 1.0, factor / R3)).min()
    assert (lowest > -1e-9) == stable


def relaxed_energy(D, rng):
    """Classical unit spins, J = 1: align each spin with its local field."""
    m = np.zeros((18, 3, 18, 3))
    for i, j in first:
        for c in range(3):
            m[i, c, j, c] -= 1.0
            m[j, c, i, c] -= 1.0
    for i, j in second:
        m[i, 0, j, 1] += D
        m[j, 1, i, 0] += D
        m[i, 1, j, 0] -= D
        m[j, 0, i, 1] -= D
    m = m.reshape(54, 54)
    s = rng.normal(size=(18, 3))
    s /= np.linalg.norm(s, axis=1)[:, None]
    for _ in range(200):
        for i in range(18):
            field = m[3 * i:3 * i + 3] @ s.ravel()
            s[i] = -field / np.linalg.norm(field)
    return 0.5 * s.ravel() @ m @ s.ravel()


rng = np.random.default_rng(4)
polarized_energy = -27.0  # 27 first-neighbour bonds of energy -J
assert min(relaxed_energy(0.5, rng) for _ in range(8)) \
    > polarized_energy - 1e-8
assert min(relaxed_energy(1.0, rng) for _ in range(8)) \
    < polarized_energy - 1.0


def lower_chern(*args, **kwargs):
    """Chern number with Berry connection i<u|grad u>, by link variables."""
    k = zone(36)
    u = np.linalg.eigh(bloch(k, *args, **kwargs))[1][..., :, 0].copy()
    u[..., 1] *= np.exp(1j * k @ NN[0])  # makes u periodic in k
    u10, u01 = np.roll(u, -1, 0), np.roll(u, -1, 1)
    u11 = np.roll(u10, -1, 1)

    def link(a, b):
        return (a.conj() * b).sum(-1)

    loop = link(u, u10) * link(u10, u11) * link(u11, u01) * link(u01, u)
    return -np.angle(loop).sum() / (2 * np.pi)


# ---- Worked example: energies in meV ----
S, J, D, A = 1.5, 2.0, 0.2, 0.1
distance_nm, temperature = 0.4, 10.0
J2, J3, delta, Q = 0.2, 0.05, 0.02, 0.2
gap = 6 * R3 * S * D
chern = lower_chern(S, J, D, A)
chern_reversed = lower_chern(S, J, -D, A)
assert abs(chern + 1) < 1e-6 and abs(chern_reversed - 1) < 1e-6
delta_close = gap / (2 * S - 1)
assert splitting(bloch(K_POINT, S, J, D, A, delta=delta_close)) < 1e-9
assert abs(lower_chern(S, J, D, A, delta=0.8 * delta_close) + 1) < 1e-6
chern_beyond = lower_chern(S, J, D, A, delta=1.2 * delta_close)
assert abs(chern_beyond) < 1e-6

levels = {name: np.linalg.eigvalsh(bloch(k, S, J, D, A)) for name, k in
          (("Gamma", np.zeros(2)), ("K", K_POINT), ("M", M_POINT))}
gap_further = band_gap(S, J, D, A, J2=J2, J3=J3)
split_further = splitting(bloch(K_POINT, S, J, D, A, J2=J2, J3=J3))
assert abs(split_further - gap) < 1e-9
gap_k = splitting(bloch(K_POINT, S, J, D, A, delta=delta))
gap_kp = splitting(bloch(-K_POINT, S, J, D, A, delta=delta))


def gap_with_pairs(k, D_value):
    """Bogoliubov splitting with in-plane exchange along bond directions."""
    twice_angle = 2 * np.arctan2(NN[:, 1], NN[:, 0])

    def pair(q):
        return -Q * S * np.exp(1j * (twice_angle + NN @ q)).sum()

    b = np.array([[0, pair(k)], [pair(-k), 0]])
    full = np.block([[bloch(k, S, J, D_value, A), b],
                     [b.conj().T, bloch(-k, S, J, D_value, A).conj()]])
    e = np.linalg.eigvals(np.diag([1, 1, -1, -1]) @ full)
    assert abs(e.imag).max() < 1e-7
    e = np.sort(e.real)
    return e[3] - e[2]


center = 3 * J * S + (2 * S - 1) * A
upper, lower = center + gap / 2, center - gap / 2
pair_size = 3 * S * Q
gap_q_plus = gap_with_pairs(K_POINT, D)
gap_q_minus = gap_with_pairs(K_POINT, -D)
gap_q_only = gap_with_pairs(K_POINT, 0.0)
assert abs(gap_q_plus - (np.sqrt(upper**2 - pair_size**2) - lower)) < 1e-7
assert abs(gap_q_minus - (upper - np.sqrt(lower**2 - pair_size**2))) < 1e-7
assert abs(gap_q_only - (center - np.sqrt(center**2 - pair_size**2))) < 1e-6
assert abs(gap_with_pairs(-K_POINT, D) - gap_q_plus) < 1e-7

kT = const.k * temperature / const.e * 1e3


def magnons_per_site(n):
    e = np.linalg.eigvalsh(bloch(zone(n), S, J, D, A))
    return (1 / np.expm1(e / kT)).mean()  # mean over k and both bands


thermal = magnons_per_site(240)
assert abs(thermal - magnons_per_site(120)) < 1e-3 * thermal
mu_b = const.physical_constants["Bohr magneton"][0]
dipole = (const.mu_0 * (2 * mu_b) ** 2 * S
          / (4 * np.pi * (distance_nm * 1e-9) ** 3) / const.e * 1e3)
frequency = gap * 1e-3 * const.e / const.h / 1e12
wavelength = 2 * np.pi * distance_nm / np.linalg.norm(K_POINT)

print(f"Spin S: {S}")
print(f"Exchange J: {J:.3f} meV")
print(f"DM coupling D: {D:.3f} meV")
print(f"Easy-axis anisotropy A: {A:.3f} meV")
print(f"Nearest-neighbour distance: {distance_nm:.2f} nm")
print(f"Ratio D/J: {D / J:.4f}")
print(f"Limit of D/J for gap at K: {1 / (3 * R3):.4f}")
print(f"Limit of D/J for stability (A=0): {1 / R3:.4f}")
print(f"First-neighbour hopping -JS: {-J * S:.3f} meV")
print(f"Second-neighbour hopping size DS: {D * S:.3f} meV")
print(f"On-site energy: {center:.3f} meV")
for name, e in levels.items():
    print(f"Lower, upper band at {name}: {e[0]:.4f}, {e[1]:.4f} meV")
print(f"Dirac gap: {gap:.4f} meV")
print(f"Dirac gap as frequency: {frequency:.4f} THz")
print(f"Full band gap from zone scan: {band_gap(S, J, D, A):.4f} meV")
print(f"Magnon wavelength at K: {wavelength:.3f} nm")
print(f"Lower-band Chern number, D>0: {round(chern):d}")
print(f"Lower-band Chern number, D<0: {round(chern_reversed):d}")
print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy kT: {kT:.4f} meV")
print(f"Thermal magnons per site: {thermal:.4f}")
print(f"Thermal gap reduction, estimate: {100 * thermal / S:.2f} %")
print(f"Thermally reduced gap, estimate: {gap * (1 - thermal / S):.3f} meV")
print(f"Trial J2, J3: {J2:.3f}, {J3:.3f} meV")
print(f"K splitting with J2, J3: {split_further:.4f} meV")
print(f"Full band gap with J2, J3: {gap_further:.4f} meV")
print(f"Trial sublattice difference delta: {delta:.3f} meV")
print(f"Gap at K, K' with delta: {gap_k:.4f}, {gap_kp:.4f} meV")
print(f"delta that closes the gap: {delta_close:.4f} meV")
print(f"Chern number at 1.2 times that delta: {abs(round(chern_beyond)):d}")
print(f"Trial in-plane exchange Q: {Q:.3f} meV")
print(f"Pair coupling 3SQ: {pair_size:.3f} meV")
print(f"K splitting with Q, D>0: {gap_q_plus:.4f} meV")
print(f"K splitting with Q, D<0: {gap_q_minus:.4f} meV")
print(f"K splitting with Q, D=0: {gap_q_only:.4f} meV")
print(f"Dipolar energy scale (g=2): {dipole:.5f} meV")
print("PASS")
```

Printed output:

```
Spin S: 1.5
Exchange J: 2.000 meV
DM coupling D: 0.200 meV
Easy-axis anisotropy A: 0.100 meV
Nearest-neighbour distance: 0.40 nm
Ratio D/J: 0.1000
Limit of D/J for gap at K: 0.1925
Limit of D/J for stability (A=0): 0.5774
First-neighbour hopping -JS: -3.000 meV
Second-neighbour hopping size DS: 0.300 meV
On-site energy: 9.200 meV
Lower, upper band at Gamma: 0.2000, 18.2000 meV
Lower, upper band at K: 7.6412, 10.7588 meV
Lower, upper band at M: 6.2000, 12.2000 meV
Dirac gap: 3.1177 meV
Dirac gap as frequency: 0.7539 THz
Full band gap from zone scan: 3.1177 meV
Magnon wavelength at K: 1.039 nm
Lower-band Chern number, D>0: -1
Lower-band Chern number, D<0: 1
Temperature: 10.0 K
Thermal energy kT: 0.8617 meV
Thermal magnons per site: 0.0648
Thermal gap reduction, estimate: 4.32 %
Thermally reduced gap, estimate: 2.983 meV
Trial J2, J3: 0.200, 0.050 meV
K splitting with J2, J3: 3.1177 meV
Full band gap with J2, J3: 3.1177 meV
Trial sublattice difference delta: 0.020 meV
Gap at K, K' with delta: 3.0777, 3.1577 meV
delta that closes the gap: 1.5588 meV
Chern number at 1.2 times that delta: 0
Trial in-plane exchange Q: 0.200 meV
Pair coupling 3SQ: 0.900 meV
K splitting with Q, D>0: 3.0800 meV
K splitting with Q, D<0: 3.1709 meV
K splitting with Q, D=0: 0.0441 meV
Dipolar energy scale (g=2): 0.00503 meV
PASS
```
